# Commutator and Block Separation Bound the Error of an Approximate Projector: a numerical check

```python
# RESULT UNDER TEST
# H: Hermitian matrix; P: orthogonal projector of rank N; Q = 1 - P.
# a = highest eigenvalue of H compressed to ran P,
# b = lowest eigenvalue of H compressed to ran Q, delta = b - a > 0.
# P0 = projector on the N lowest eigenvectors of H. Then
#   ||P - P0|| <= sin(atan(2 ||[H,P]|| / delta) / 2) <= ||[H,P]|| / delta
# in the spectral norm, and ||P - P0||_F <= ||[H,P]||_F / delta.
# Also tested: band energy bound, lower bound on the distance, behaviour
# with an overlap matrix S, and the repair of a truncated density matrix.
import numpy as np
from scipy import constants
from scipy.linalg import eigh, block_diag
from pyscf import gto, scf

rng = np.random.default_rng(7)


def norm2(matrix):
    return np.linalg.norm(matrix, 2)


def normf(matrix):
    return np.linalg.norm(matrix, "fro")


def lowest_projector(H, N):
    vectors = eigh(H)[1][:, :N]
    return vectors @ vectors.conj().T


def blocks(H, P):
    """Bases of ran P and ran Q, and the blocks of H in them."""
    N = int(round(np.trace(P).real))
    vectors = eigh(P)[1]
    inside, outside = vectors[:, -N:], vectors[:, :-N]
    A = inside.conj().T @ H @ inside
    B = outside.conj().T @ H @ outside
    R = outside.conj().T @ H @ inside
    return inside, outside, A, B, R


def analyse(H, P):
    """Certificate from H and P alone, true errors from diagonalization."""
    N = int(round(np.trace(P).real))
    _, _, A, B, _ = blocks(H, P)
    a, b = np.linalg.eigvalsh(A)[-1], np.linalg.eigvalsh(B)[0]
    C = H @ P - P @ H
    P0 = lowest_projector(H, N)
    levels = np.linalg.eigvalsh(H)
    d = dict(a=a, b=b, delta=b - a, c2=norm2(C), cf=normf(C))
    d["dist"], d["distf"] = norm2(P - P0), normf(P - P0)
    d["linear"] = d["c2"] / d["delta"]
    d["sharp"] = np.sin(0.5 * np.arctan(2 * d["c2"] / d["delta"]))
    d["linearf"] = d["cf"] / d["delta"]
    d["energy"] = np.trace(H @ (P - P0)).real
    d["energy_bound"] = d["cf"] ** 2 / (2 * d["delta"])
    d["width"] = levels[-1] - levels[0]
    d["lower"] = d["c2"] / d["width"]
    d["homo"], d["lumo"] = levels[N - 1], levels[N]
    return d


def check_bounds(d):
    # Slack covers double-precision rounding only.
    slack = 1e-10
    scale = 1 + d["width"]
    assert d["delta"] > 0
    assert d["homo"] <= d["a"] + slack * scale
    assert d["lumo"] >= d["b"] - slack * scale
    assert d["dist"] <= d["sharp"] + slack
    assert d["sharp"] <= d["linear"] + slack
    assert d["distf"] <= d["linearf"] + slack
    assert d["dist"] >= d["lower"] - slack
    assert -slack * scale <= d["energy"]
    assert d["energy"] <= d["energy_bound"] + slack * scale


def random_complex(rows, columns):
    return (rng.normal(size=(rows, columns))
            + 1j * rng.normal(size=(rows, columns)))


def random_unitary(n):
    return np.linalg.qr(random_complex(n, n))[0]


# Random complex matrices with ordered blocks and weak to strong coupling
trials = 300
largest_ratio = 0.0
largest_distance = 0.0
for _ in range(trials):
    n = int(rng.integers(3, 11))
    N = int(rng.integers(1, n))
    low = -0.5 - rng.uniform(0, 3, N)
    high = 0.5 + rng.uniform(0, 3, n - N)
    H = np.diag(np.concatenate([low, high])).astype(complex)
    coupling = 10 ** rng.uniform(-3, 1.5) * random_complex(n - N, N)
    H[N:, :N] = coupling
    H[:N, N:] = coupling.conj().T
    mix = block_diag(random_unitary(N), random_unitary(n - N))
    turn = random_unitary(n) @ mix
    H = turn @ H @ turn.conj().T
    H = (H + H.conj().T) / 2
    P = turn[:, :N] @ turn[:, :N].conj().T
    d = analyse(H, P)
    check_bounds(d)
    largest_ratio = max(largest_ratio, d["linear"])
    largest_distance = max(largest_distance, d["dist"])

    # Commutator norms against the off-diagonal block
    inside, outside, A, B, R = blocks(H, P)
    scale = 1 + d["width"]
    assert abs(d["c2"] - norm2(R)) < 1e-10 * scale
    assert abs(d["cf"] - np.sqrt(2) * normf(R)) < 1e-10 * scale

    # Graph operator X of the exact subspace and its principal planes
    P0 = lowest_projector(H, N)
    M = inside.conj().T @ P0 @ inside
    G = outside.conj().T @ P0 @ inside
    X = G @ np.linalg.inv(M)
    V, tangents, Uh = np.linalg.svd(X, full_matrices=False)
    U = Uh.conj().T
    theta = np.arctan(tangents)
    alpha = np.diag(U.conj().T @ A @ U).real
    beta = np.diag(V.conj().T @ B @ V).real
    r = np.diag(V.conj().T @ R @ U)
    mismatch = 2 * r * np.cos(2 * theta) + np.sin(2 * theta) * (beta - alpha)
    assert np.max(np.abs(mismatch)) < 1e-9 * scale
    assert np.max(theta) < np.pi / 4
    assert abs(d["dist"] - np.max(np.sin(theta))) < 1e-9
    assert abs(d["distf"] ** 2 - 2 * np.sum(np.sin(theta) ** 2)) < 1e-9
    assert abs(d["energy"] - np.sum(np.abs(r) * tangents)) < 1e-9 * scale

    # Distance of a nearly idempotent matrix to its nearest projector
    shifts = rng.uniform(-0.2, 0.2, n)
    occupations = np.concatenate([np.ones(N), np.zeros(n - N)]) + shifts
    Y = turn @ np.diag(occupations) @ turn.conj().T
    eps = norm2(Y @ Y - Y)
    assert eps < 0.25
    assert norm2(Y - P) <= (1 - np.sqrt(1 - 4 * eps)) / 2 + 1e-12

print("random matrices tested:", trials)
print(f"largest ||[H,P]||/delta among them: {largest_ratio:.1f}")
print(f"largest distance among them: {largest_distance:.4f}")

# Two-level model: attained bound, and failure with the true gap
separation, coupling = 1.0, 0.5
H = np.array([[-separation / 2, coupling], [coupling, separation / 2]])
d = analyse(H, np.diag([1.0, 0.0]))
check_bounds(d)
true_gap = d["lumo"] - d["homo"]
assert abs(d["dist"] - d["sharp"]) < 1e-12
assert d["c2"] / true_gap < d["dist"]
print(f"2x2 model: delta = {separation}, coupling = {coupling} (energy units)")
print(f"2x2 distance: {d['dist']:.6f}")
print(f"2x2 arctangent bound: {d['sharp']:.6f}")
print(f"2x2 linear bound: {d['linear']:.6f}")
print(f"2x2 true gap: {true_gap:.6f} energy units")
print(f"2x2 commutator/true gap (no bound): {d['c2'] / true_gap:.6f}")

# Formaldehyde, chosen round planar geometry
r_co, r_ch, angle = 1.2, 1.1, 120.0
half = np.radians(angle / 2)
y, z = r_ch * np.sin(half), -r_ch * np.cos(half)
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, r_co)],
                  ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="6-31g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
F, S = mf.get_fock(), mf.get_ovlp()
N = mol.nelectron // 2
s, T = eigh(S)
S_half = (T * np.sqrt(s)) @ T.T
S_inv_half = (T / np.sqrt(s)) @ T.T
H = S_inv_half @ F @ S_inv_half
H = (H + H.T) / 2
P0 = lowest_projector(H, N)
levels, orbitals = eigh(H)
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
print(f"H2CO: CO {r_co} A, CH {r_ch} A, HCH {angle} deg, RHF/6-31G")
print(f"basis functions: {len(S)}, occupied orbitals: {N}")
print(f"RHF energy: {mf.e_tot:.6f} Eh")
print(f"lowest overlap eigenvalue: {s[0]:.5f}")
print(f"HOMO, LUMO: {levels[N-1]:.6f}, {levels[N]:.6f} Eh")
print(f"true gap: {levels[N] - levels[N-1]:.6f} Eh")
print(f"spectral width W: {levels[-1] - levels[0]:.4f} Eh")

for threshold in (1e-2, 1e-3):
    Y = np.where(np.abs(P0) < threshold, 0.0, P0)
    dropped = int(np.sum((np.abs(P0) < threshold) & (np.abs(P0) > 1e-10)))
    assert dropped > 0
    eps = norm2(Y @ Y - Y)
    assert eps < 0.25
    P = Y.copy()
    for _ in range(30):
        P = 3 * P @ P - 2 * P @ P @ P
        P = (P + P.T) / 2
    occupations, vectors = eigh(Y)
    kept = vectors[:, occupations > 0.5]
    assert kept.shape[1] == N
    assert norm2(P - kept @ kept.T) < 1e-10
    d = analyse(H, P)
    check_bounds(d)
    repair = (1 - np.sqrt(1 - 4 * eps)) / 2
    assert norm2(Y - P) <= repair + 1e-12
    total_error, total_bound = norm2(Y - P0), repair + d["linear"]
    assert total_error <= total_bound + 1e-12

    # Overlap form of the commutator, and a second orthogonalization
    D = S_inv_half @ P @ S_inv_half
    K = F @ D @ S - S @ D @ F
    assert norm2(S_inv_half @ K @ S_inv_half - (H @ P - P @ H)) < 1e-9
    assert d["c2"] <= norm2(K) / s[0] + 1e-10
    L = np.linalg.cholesky(S)
    L_inv = np.linalg.inv(L)
    H_chol, P_chol = L_inv @ F @ L_inv.T, L.T @ D @ L
    e = analyse((H_chol + H_chol.T) / 2, (P_chol + P_chol.T) / 2)
    for key in ("c2", "delta", "dist"):
        assert abs(e[key] - d[key]) < 1e-8

    print(f"--- threshold {threshold:g}, nonzero elements dropped: {dropped}")
    print(f"idempotency error before repair: {eps:.3e}")
    print(f"block edges a, b: {d['a']:.6f}, {d['b']:.6f} Eh")
    print(f"separation: {d['delta']:.6f} Eh = "
          f"{d['delta'] * hartree_ev:.4f} eV")
    print(f"commutator, spectral norm: {d['c2']:.4e} Eh")
    print(f"commutator, Frobenius norm: {d['cf']:.4e} Eh")
    print(f"true distance: {d['dist']:.4e}")
    print(f"arctangent bound: {d['sharp']:.4e}")
    print(f"linear bound: {d['linear']:.4e}")
    print(f"lower bound: {d['lower']:.4e}")
    print(f"Frobenius distance, bound: {d['distf']:.4e}, {d['linearf']:.4e}")
    print(f"band energy error per spin: {d['energy']:.4e} Eh")
    print(f"its bound: {d['energy_bound']:.4e} Eh")
    print(f"truncated matrix error, bound: {total_error:.4e}, "
          f"{total_bound:.4e}")

    if threshold == 1e-2:
        # Shrink every basis function: same physics, smaller raw residual
        g = 0.01
        F_g, S_g, D_g = g**2 * F, g**2 * S, D / g**2
        K_g = F_g @ D_g @ S_g - S_g @ D_g @ F_g
        s_g, T_g = eigh(S_g)
        W_g = (T_g / np.sqrt(s_g)) @ T_g.T
        assert abs(norm2(W_g @ K_g @ W_g) - d["c2"]) < 1e-8
        assert norm2(K_g) / d["delta"] < d["dist"]
        print(f"raw residual norm: {norm2(K):.4e} Eh")
        print(f"basis functions times {g}: raw norm {norm2(K_g):.4e} Eh")
        print(f"raw norm/separation (no bound): "
              f"{norm2(K_g) / d['delta']:.4e}")

# Exchange HOMO and LUMO: disjoint spectra in the wrong order
chosen = list(range(N - 1)) + [N]
P_swap = orbitals[:, chosen] @ orbitals[:, chosen].T
_, _, A, B, _ = blocks(H, P_swap)
in_levels, out_levels = np.linalg.eigvalsh(A), np.linalg.eigvalsh(B)
ordered = out_levels[0] - in_levels[-1]
unordered = np.min(np.abs(in_levels[:, None] - out_levels[None, :]))
swap_commutator = norm2(H @ P_swap - P_swap @ H)
swap_distance = norm2(P_swap - P0)
assert ordered < 0 < unordered
assert swap_commutator / unordered < 1e-8
assert abs(swap_distance - 1) < 1e-10
print("--- HOMO and LUMO exchanged")
print(f"b - a: {ordered:.6f} Eh")
print(f"smallest level distance between blocks: {unordered:.6f} Eh")
print(f"commutator below 1e-10 Eh: {swap_commutator < 1e-10}")
print(f"distance to exact projector: {swap_distance:.6f}")
print("checks complete")
```

Running it gives:

```
random matrices tested: 300
largest ||[H,P]||/delta among them: 77.6
largest distance among them: 0.7030
2x2 model: delta = 1.0, coupling = 0.5 (energy units)
2x2 distance: 0.382683
2x2 arctangent bound: 0.382683
2x2 linear bound: 0.500000
2x2 true gap: 1.414214 energy units
2x2 commutator/true gap (no bound): 0.353553
H2CO: CO 1.2 A, CH 1.1 A, HCH 120.0 deg, RHF/6-31G
basis functions: 22, occupied orbitals: 8
RHF energy: -113.807276 Eh
lowest overlap eigenvalue: 0.02207
HOMO, LUMO: -0.439747, 0.129314 Eh
true gap: 0.569060 Eh
spectral width W: 22.4897 Eh
--- threshold 0.01, nonzero elements dropped: 20
idempotency error before repair: 7.243e-03
block edges a, b: -0.439747, 0.129314 Eh
separation: 0.569060 Eh = 15.4849 eV
commutator, spectral norm: 2.6411e-01 Eh
commutator, Frobenius norm: 3.7831e-01 Eh
true distance: 1.2455e-02
arctangent bound: 3.6543e-01
linear bound: 4.6412e-01
lower bound: 1.1744e-02
Frobenius distance, bound: 1.9245e-02, 6.6479e-01
band energy error per spin: 3.4328e-03 Eh
its bound: 1.2575e-01 Eh
truncated matrix error, bound: 1.4176e-02, 4.7141e-01
raw residual norm: 1.9114e-01 Eh
basis functions times 0.01: raw norm 1.9114e-05 Eh
raw norm/separation (no bound): 3.3589e-05
--- threshold 0.001, nonzero elements dropped: 2
idempotency error before repair: 4.191e-04
block edges a, b: -0.439747, 0.129314 Eh
separation: 0.569060 Eh = 15.4849 eV
commutator, spectral norm: 6.9371e-03 Eh
commutator, Frobenius norm: 9.8109e-03 Eh
true distance: 5.7046e-04
arctangent bound: 1.2188e-02
linear bound: 1.2190e-02
lower bound: 3.0846e-04
Frobenius distance, bound: 8.0802e-04, 1.7241e-02
band energy error per spin: 3.9342e-06 Eh
its bound: 8.4572e-05 Eh
truncated matrix error, bound: 7.0984e-04, 1.2610e-02
--- HOMO and LUMO exchanged
b - a: -0.569060 Eh
smallest level distance between blocks: 0.095760 Eh
commutator below 1e-10 Eh: True
distance to exact projector: 1.000000
checks complete
```
